# Density Dependence of Hopping Mobility in an Exponential Density of States

## Problem

Electrons hop between localized sites placed at random in three dimensions. The site density is $N_t$, and site energies follow

$$
g(E)=\frac{N_t}{kT_0}\,e^{E/kT_0}\quad(E\le 0),\qquad g(E)=0\quad(E>0).
$$

Wave functions decay as $e^{-\alpha r}$. Two sites a distance $R$ apart are joined by a conductance $G_0e^{-s_{ij}}$, with

$$
s_{ij}=2\alpha R+\frac{|E_i-E_F|+|E_j-E_F|+|E_i-E_j|}{2kT}.
$$

The temperature satisfies $T<T_0$, and the filling $\delta=n/N_t$ is small.

(a) Use the Vissenberg–Matters percolation criterion to find how the mobility $\mu=\sigma/(en)$ depends on the carrier density $n$ at fixed temperature.

(b) Evaluate it at $n=10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$ for $T=300$ K, $T_0=540$ K, $N_t=5\times10^{20}\ \mathrm{cm^{-3}}$, $1/\alpha=0.30$ nm and a conductivity scale $\sigma_0=10^5$ S/cm.

## A first estimate by scaling

At low filling nearly all sites lie above $E_F$. For two such sites the energy term simplifies, because $E_i+E_j+|E_i-E_j|=2\max(E_i,E_j)$:

$$
s_{ij}=2\alpha R+\frac{\max(E_i,E_j)-E_F}{kT}. \tag{1}
$$

The Fermi level now enters every bond in the same way. Raising it by $\Delta$ multiplies each conductance by $e^{\Delta/kT}$. The network is linear, so its total conductance is multiplied by the same factor, and $\sigma\propto e^{E_F/kT}$.

Well below $T_0$ the carriers mostly occupy the states up to about $E_F$, and their number is roughly $N_te^{E_F/kT_0}$. Equation (2) below shows that the proportionality to $e^{E_F/kT_0}$ holds for all $T<T_0$ at low filling. So $E_F\approx kT_0\ln\delta$. Hence

$$
\sigma\propto\delta^{T_0/T},\qquad \mu\propto n^{T_0/T-1}.
$$

To estimate the size, take hops between sites near the edge $E=0$, with $R\approx N_t^{-1/3}=1.26$ nm. Since $2\alpha=6.67\ \mathrm{nm^{-1}}$, the tunnelling exponent is $2\alpha R\approx8.4$. At $n=10^{18}\ \mathrm{cm^{-3}}$, where $\delta=0.002$,

$$
\sigma\approx\sigma_0e^{-8.4}\,\delta^{1.8}\approx3\times10^{-4}\ \mathrm{S/cm},
\qquad \mu\approx2\times10^{-3}\ \mathrm{cm^2/Vs}.
$$

The estimate leaves open the factor between $\delta$ and $e^{E_F/kT_0}$, the actual critical hop, and the part played by the edge.

## Solution of the percolation criterion

**Fermi level.** Extend the exponential to positive energies for the moment. The filling is then

$$
\delta=\int_{-\infty}^{\infty}\frac{dE}{kT_0}\,
\frac{e^{E/kT_0}}{1+e^{(E-E_F)/kT}} .
$$

Put $y=e^{(E-E_F)/kT}$ and $p=T/T_0$. Then $dE=kT\,dy/y$ and $e^{E/kT_0}=e^{E_F/kT_0}y^p$, so

$$
\delta=p\,e^{E_F/kT_0}J,\qquad J=\int_0^\infty\frac{y^{p-1}}{1+y}\,dy .
$$

The integral converges for $0<p<1$. A contour around the cut along the positive axis encloses the pole at $y=-1$, with residue $e^{i\pi(p-1)}$. The two sides of the cut differ by the factor $e^{2\pi ip}$, so $(1-e^{2\pi ip})J=2\pi i\,e^{i\pi(p-1)}$, which gives $J=\pi/\sin\pi p$. Therefore

$$
e^{E_F/kT_0}=\delta\,\frac{\sin(\pi T/T_0)}{\pi T/T_0}. \tag{2}
$$

The part wrongly included above the edge is, with Boltzmann occupation,

$$
\int_0^\infty\frac{dE}{kT_0}\,e^{E/kT_0}e^{-(E-E_F)/kT}
=\frac{e^{E_F/kT}}{T_0/T-1}.
$$

Relative to $\delta$ it scales as $\delta^{T_0/T-1}$ and vanishes at low filling. In the example it is 0.3 % of $\delta$ at $10^{18}\ \mathrm{cm^{-3}}$ and 2 % at $10^{19}\ \mathrm{cm^{-3}}$.

**Criterion.** The conductances are spread over many orders of magnitude. Let $s_c$ be the smallest value for which the bonds with $s_{ij}\le s_c$ span the sample. These bonds carry the current, the weakest of them (with $s_{ij}$ near $s_c$) limit it, and $\sigma\approx\sigma_0e^{-s_c}$. The criterion places $s_c$ where the mean number of bonds per participating site, each bond being counted at both of its ends, reaches a fixed number:

$$
\frac{N_b}{N_s}=B_c,\qquad B_c=2.8 .
$$

The value 2.8 is the conventional one for equal spheres; its use here is an approximation, examined below. A site participates if $|E-E_F|<s_ckT$. By the triangle inequality, the energy term of any of its bonds is at least $|E-E_F|/kT$, so a site outside this window cannot have a bond with $s_{ij}\le s_c$.

Define the critical level $E_c=E_F+s_ckT$ and $c=E_c/kT$. By (1), a pair whose higher energy is $E$ is bonded up to the distance

$$
R_{\max}=\frac{E_c-E}{2\alpha kT}.
$$

The density of sites below $E$ is $N_te^{E/kT_0}$. Both members of a pair lie below $E$ with weight $N_t^2e^{2E/kT_0}$. Differentiation gives the weight of pairs whose higher energy is $E$, so that

$$
N_b=\frac{4\pi}{3}\int_{-\infty}^{E_{\rm top}}dE\,
\frac{2N_t^2}{kT_0}\,e^{2E/kT_0}
\left(\frac{E_c-E}{2\alpha kT}\right)^3,
\quad E_{\rm top}=\min(E_c,0). \tag{3}
$$

The lower limit stands at $-\infty$ although (1) fails below $E_F$. This is allowed when $E_{\rm top}$ lies several $kT_0$ above $E_F$, since few sites are then affected. The lower edge of the window in $N_s$ is dropped for the same reason. Let $a=2T/T_0$.

**Critical level in the tail, $E_c<0$.** Substitute $E=E_c-kTu$. The integral over $u$ is

$$
a\,e^{2E_c/kT_0}\int_0^\infty u^3e^{-au}\,du
=\frac{6}{a^3}\,e^{2E_c/kT_0}
=\frac34\left(\frac{T_0}{T}\right)^3e^{2E_c/kT_0}.
$$

With $N_s=N_te^{E_c/kT_0}$ the criterion becomes

$$
B_c=K\,e^{E_c/kT_0},\qquad
K=\pi N_t\left(\frac{T_0}{2\alpha T}\right)^3. \tag{4}
$$

Thus $c=(T_0/T)\ln(B_c/K)$ and $e^{-c}=(K/B_c)^{T_0/T}$. This is the Vissenberg–Matters form. It is consistent with the stated density of states if $K>B_c$.

**Critical level above the edge, $E_c\ge0$.** All sites now participate, apart from the dropped lower part, and $N_s=N_t$. With $v=-E/kT$,

$$
\int_0^\infty a\,e^{-av}(c+v)^3dv
=c^3+\frac{3c^2}{a}+\frac{6c}{a^2}+\frac{6}{a^3},
$$

because the averages of $v$, $v^2$ and $v^3$ are $1/a$, $2/a^2$ and $6/a^3$. The criterion is a cubic equation for $c$:

$$
B_c=\frac{4\pi N_t}{3(2\alpha)^3}
\left[c^3+\frac{3c^2}{a}+\frac{6c}{a^2}+\frac{6}{a^3}\right]. \tag{5}
$$

The right side equals $K$ at $c=0$ and increases with $c$. For $K\le B_c$ there is one non-negative root, and the two branches join at $K=B_c$. A positive $E_c$ does not mean that sites exist there. It means that even two sites at the edge can be bonded at the finite distance $c/2\alpha$.

**Mobility.** Neither (4) nor (5) contains $E_F$, so $c$ does not depend on density. From $s_c=c-E_F/kT$ and (2),

$$
\sigma=\sigma_0e^{-c}
\left[\frac{n}{N_t}\,\frac{\sin(\pi T/T_0)}{\pi T/T_0}\right]^{T_0/T}.
$$

Division by $en$ gives

$$
\boxed{\mu=\frac{\sigma_0e^{-c}}{eN_t}
\left[\frac{\sin(\pi T/T_0)}{\pi T/T_0}\right]^{T_0/T}
\left(\frac{n}{N_t}\right)^{T_0/T-1}} \tag{6}
$$

Added carriers fill deep states and raise $E_F$, which shortens the energy step to the unchanged critical level. As $T\to T_0$ from below, the exponent in (6) tends to zero. The formula requires $\delta^{T_0/T-1}\ll1$, however, so the filling must be ever lower as $T_0$ is approached, and at any given density (6) fails close to $T_0$. For $T>T_0$ and low filling, most carriers occupy states well above $E_F$ with Boltzmann weight, at a mean depth $kT_0T/(T-T_0)$ below the edge, and $n\propto e^{E_F/kT}$. Conductivity and density then grow together, and the mobility becomes independent of density. The relative correction scales as $\delta^{T/T_0-1}$, so this limit too is reached slowly near $T_0$: with $\sigma\propto e^{E_F/kT}$, the mobility exponent between $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$ is still about 0.12 at 600 K and 0.02 at 1000 K.

## Numbers for the example

Here $kT_0=0.0465$ eV, $kT=0.0259$ eV and $a=1.111$. Equation (4) gives $K=0.031$, far below 2.8, so the critical level lies above the edge and (5) applies:

$$
2.8=0.00707\,[c^3+2.70c^2+4.86c+4.37]
\quad\Rightarrow\quad c=6.32 .
$$

The critical hop between two edge sites is $c/2\alpha=0.95$ nm. Among pairs above $E_F$ this is the shortest critical hop: by the expression for $R_{\max}$, pairs at lower energies are joined over longer distances.

At $10^{18}\ \mathrm{cm^{-3}}$, equation (2) gives $E_F=-0.316$ eV. Then $s_c=18.54$ and $\sigma=10^5e^{-18.54}=8.9\times10^{-4}$ S/cm. With $en=0.160\ \mathrm{C/cm^3}$,

$$
\mu=\frac{8.87\times10^{-4}}{0.160}
=5.5\times10^{-3}\ \mathrm{cm^2/Vs}.
$$

At $10^{19}\ \mathrm{cm^{-3}}$ the same steps give $E_F=-0.209$ eV, $s_c=14.40$, $\sigma=0.056$ S/cm and $\mu=0.035\ \mathrm{cm^2/Vs}$. The ratio of the mobilities is $10^{0.8}=6.3$.

## Comparison of estimate and solution

The two routes give the same exponent. In magnitude, the estimate at $10^{18}\ \mathrm{cm^{-3}}$ is about 0.35 of the criterion's mobility, the result of two opposing errors. Replacing $c=6.32$ by 8.4 lowers the mobility by a factor of 8, while omitting the sine factor in (2) raises it by 2.8.

The scaling argument is also the more general one. It requires neither a value of $B_c$ nor the replacement of the network by its critical bonds. This was tested by solving Kirchhoff's equations for a random network of 3000 sites at 300 K, with all absolute values kept in $s_{ij}$. Between $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$ the mobility exponent was 0.797, against 0.800 from the law. It varies by about 0.005 between samples of similar size. The agreement also includes a partial cancellation: the finite edge alone would raise the exponent to 0.813, and bonds with an end below $E_F$ lower it again.

Over the next decade, ending at a filling of 0.2, the exponent fell to 0.73. The finite edge by itself makes $E_F$ rise faster with $n$, and if every bond obeyed (1) the exponent would be 0.90. The decrease therefore comes from bonds with at least one end below $E_F$, the only ones that do not follow (1).

The full criterion can also be solved numerically without the simplifications made in (3). Between $10^{17}$ and $10^{18}\ \mathrm{cm^{-3}}$ it gives a mobility exponent of 0.801 at 300 K. At 50 K, where the critical level lies in the tail, it gives 9.65 against 9.80. The power law is a low-filling asymptote in both branches.

**What the prefactor depends on.** Using (4) at 300 K, outside its range, would give $c=8.11$ and a conductivity 0.17 times that from (5), with $B_c$ and $\sigma_0$ unchanged. Spanning clusters in three random networks of 20,000 sites gave $c=6.16$ with a sample spread of 0.08. The value is not converged with sample size: a network of 120,000 sites gives about 6.0. This supports (5) over (4); the conductivity from (5) is some 15 to 25 % below the value for the network's $c$.

In the tail branch the number 2.8 itself fails. Equal spheres in the same kind of network gave $B_c=2.76$, whereas the exponential tail, examined at 75 K, gave 0.69. The reason can be seen by removing all sites within $\rho kT_0$ of the critical level. The remaining sites have a new top edge, and the average used for (5) shows that their mean number of bonds changes by the factor

$$
F(\rho)=\frac43e^{-\rho}\left(\rho^3+\frac32\rho^2+\frac32\rho+\frac34\right).
$$

At $\rho=2.25$ this is 3.2. Removing sites cannot create a connection, yet the mean bond number more than triples. The removed sites have short ranges and few bonds, but they count fully in $N_s$. A mean bond number is therefore not a universal measure of connectivity.

For the example's sites, (4) applies below 67 K if $B_c=2.8$, and below about 107 K with the network value. The change affects $e^{-c}$ and its temperature dependence, but not the density exponent.

The exponent alone does not identify hopping either. If carriers move freely above a fixed transport level and are trapped in the same exponential tail, the mobile density is proportional to $e^{E_F/kT}$. With (2), multiple trapping then gives the same power of $n$.

## The model beside a real channel

The parameters are round values chosen for illustration, with a disordered polymer thin-film transistor in mind; they are not fitted to a particular material. The mobility scale follows from the chosen $\sigma_0$ and is not a prediction. Two omissions are serious for these numbers. The first is the Coulomb energy at the mean carrier spacing, for a relative permittivity of 3.5: it is 0.041 eV at $10^{18}$ and 0.089 eV at $10^{19}\ \mathrm{cm^{-3}}$, comparable with or larger than $kT_0$. If all of it acted as an added barrier, the mobility would fall by factors of about 5 and 30. This indicates the scale of the uncertainty and is not a calculated correction. The second is the thinness of the accumulation layer, found next.

Let $x$ be the distance from the gate insulator and $\phi$ the potential relative to the interface. By (2), in equilibrium $n=n_0e^{e\phi/kT_0}$, and Poisson's equation for electrons is $\phi''=en/\varepsilon$. For a film much thicker than the layer, try $\phi=-(2kT_0/e)\ln(1+x/l)$. Then

$$
\phi''=\frac{2kT_0}{el^2(1+x/l)^2},\qquad
n=\frac{n_0}{(1+x/l)^2},
$$

and the equation holds if $l^2=2\varepsilon kT_0/(e^2n_0)$. At $n_0=10^{18}\ \mathrm{cm^{-3}}$ this gives $l=4.2$ nm. At $10^{19}\ \mathrm{cm^{-3}}$ it gives 1.3 nm, only about 1.4 times even the shortest critical hop of 0.95 nm. The density then changes strongly over one hop, and three-dimensional percolation at a uniform density is no longer a sound description.

The drain field and the field in the insulator are less restrictive. In a drain field of 0.01 MV/cm the energy drop over a hop of about 1 nm is about 1 meV, small against $kT=26$ meV. The sheet density $n_0l=1.3\times10^{12}\ \mathrm{cm^{-2}}$ at the higher density requires 0.62 MV/cm in an insulator of relative permittivity 3.9, well below the rough 10 MV/cm at which a good thin oxide breaks down.

The values behind these comparisons are collected in the numerical output below.

## Values computed for the example and the checks

```
T0 = 540 K, T = 300 K
site density = 5.0e+20 cm^-3
localization length 1/alpha = 0.30 nm
sigma0 = 1.0e+05 S/cm, conventional B_c = 2.8
kT0 = 0.04653 eV, kT = 0.02585 eV
predicted mobility exponent = 0.800
K at 300 K = 0.03092
critical level c at 300 K = 6.325 kT
critical level E_c = 0.1635 eV
critical hop between edge sites = 0.949 nm
n = 1e+18 cm^-3: filling = 0.0020
  E_F = -0.3158 eV, s_c = 18.541
  conductivity = 8.8658e-04 S/cm
  mobility = 5.5336e-03 cm2/Vs
n = 1e+19 cm^-3: filling = 0.0200
  E_F = -0.2087 eV, s_c = 14.396
  conductivity = 5.5939e-02 S/cm
  mobility = 3.4915e-02 cm2/Vs
mobility ratio = 6.310
Full criterion, mobility exponent from 1e17 to 1e18 cm^-3:
  50 K: 9.6506; law: 9.8000
  200 K: 1.6970; law: 1.7000
  300 K: 0.8007; law: 0.8000
Kirchhoff network at 300 K, mobility exponent:
  1e18 to 1e19 cm^-3: 0.797
  1e19 to 1e20 cm^-3: 0.726
Random-network thresholds, mean and sample spread:
  equal spheres B_c: 2.762, 0.063
  c at 300 K: 6.160, 0.080 kT
  s_c drop, 1e18 to 1e19 cm^-3: 4.175
  E_F rise / kT, same step: 4.175
  exponential-tail B_c (75 K): 0.690, 0.011
Tail-only formula:
  c if misused at 300 K = 8.111 kT
  conductivity factor = 0.168
  valid below 66.8 K for B_c = 2.8
  valid below 106.6 K for network B_c
Neglected effects:
  n = 1e+18 cm^-3: DOS-edge error = 0.31 %
    carrier spacing = 10.00 nm
    Coulomb energy (eps_r 3.5) = 0.0411 eV
    layer length l = 4.24 nm
  n = 1e+19 cm^-3: DOS-edge error = 1.95 %
    carrier spacing = 4.64 nm
    Coulomb energy (eps_r 3.5) = 0.0886 eV
    layer length l = 1.34 nm
  drop per hop at 0.01 MV/cm = 0.00095 eV
  sheet density at 1e19 cm^-3 = 1.342e+12 cm^-2
  insulator field (eps_r 3.9) = 0.623 MV/cm
```
